Gauge choice for lead self-energies in a perpendicular magnetic field

**Question.** A wire that serves as a lead lies in a uniform perpendicular magnetic field. Every stretch of the wire is physically the same, so why must its self-energy be computed in a gauge that is invariant under translation along the lead? And if the gauge matters there, why does it not matter for the transmission?

**Answer.** The lead has a self-energy in every gauge. What needs the special gauge is the usual way of computing it, which takes one cell of the lead and repeats it for ever. A uniform field does not make the vector potential uniform, so in most gauges the cells differ in their phases although they are physically alike.

**The lattice and its phases**

Take independent electrons of charge −e on a square lattice of spacing a, with sites x = ma, y = na and one orbital per site. The on-site energy is 4t, so that energies are measured from the bottom of the band of the infinite lattice without a field. The hopping from site j to a neighbour i is

H_ij = −t exp[−(ie/ħ) ∫_j^i A·dl].

Let φ = eBa²/ħ. For a family of gauges labelled by s,

A = B(−(1−s)y, sx),

the curl is (1−s)B + sB = B for every s. The hop from m to m+1 in row n has the phase −(e/ħ)·[−(1−s)Bna]·a = (1−s)φn. The hop from n to n+1 in column m has the phase −(e/ħ)·(sBma)·a = −sφm. Anticlockwise around one plaquette the phases add to

(1−s)φn − sφ(m+1) − (1−s)φ(n+1) + sφm = −φ.

This sum is gauge invariant and measures the field.

**What goes wrong when a cell is repeated**

Let the lead run along x, with one column as its cell. If h is the Hamiltonian of a column and v the hopping matrix from a column to the next one nearer the device, the surface Green function g of identical columns obeys

g = [E + iη − h − v g v†]⁻¹, Σ = v g v†,

with η a small positive number. The same g stands on both sides because removing one column from a half-infinite periodic lead leaves the same lead. That holds if the phases in h and v repeat from column to column, modulo 2π. For s = 0, A = (−By, 0), they do: the phase φn does not contain m. For s = 1, A = (0, Bx), the vertical phase −φm changes in every column.

Suppose that one column m₀ is nevertheless repeated. Both vertical bonds of a plaquette then carry −sφm₀ and cancel in the loop, which leaves

(1−s)φn − (1−s)φ(n+1) = −(1−s)φ.

The repeated cell therefore describes a lead in the field (1−s)B. The symmetric gauge, s = 1/2, keeps half the field, and A = (0, Bx) keeps none. The calculation still gives a valid self-energy, but for another lead.

**Two ways to keep the unsuitable gauge**

If φ = 2πp/q with whole numbers p and q, the phase −φm repeats modulo 2π after q columns, and a supercell of q columns may be repeated.

The other way uses the symmetry that the field leaves intact. For A = (0, Bx), a shift by one column changes A by (0, Ba) = ∇(Bay), which is a gauge change. With D = diag[exp(−iφn)], the column Hamiltonians obey

H_m = D^m H_0 D^(−m),

because the element from n to n+1 acquires exp[−iφm(n+1)]·exp(iφmn) = exp(−iφm), as required. The horizontal hops are all −t in this gauge, a multiple of the unit matrix, and commute with D. A left lead that ends at column m−1 therefore has g_(m−1) = D⁻¹ g_m D, and the recursion closes as

g_m = [E + iη − H_m − t² D⁻¹ g_m D]⁻¹.

Plain translation has been replaced by magnetic translation, that is, translation combined with a gauge change.

**How Σ changes with the gauge**

Let A → A + ∇χ, with χ single-valued, and define θ_i = −eχ(r_i)/ħ. The line integral of ∇χ from j to i is χ_i − χ_j, so

H'_ij = exp(iθ_i) H_ij exp(−iθ_j), or H' = U H U†, U = diag[exp(iθ_i)].

Divide the sites into device D and lead L; U is diagonal and splits into U_D and U_L. The Green function of the isolated lead, g_L = (E + iη − H_L)⁻¹, becomes U_L g_L U_L†, since the term E + iη is a multiple of the unit matrix. Then

Σ' = H'_DL g'_L H'_LD
= (U_D H_DL U_L†)(U_L g_L U_L†)(U_L H_LD U_D†)
= U_D Σ U_D†,

because U_L†U_L = 1 at both junctions. In components,

Σ'_ij = exp[i(θ_i − θ_j)] Σ_ij.

Only the phases on the contact sites of the device survive. A gauge change confined to the lead leaves Σ as it was, and so does one that is constant over the contact. Diagonal elements and eigenvalues of Σ never change; the phase of a single off-diagonal element has no meaning apart from the gauge of the device, although the sum of such phases around a closed loop of contact sites does not change.

This law was tested on a lead six sites wide with 1/8 flux quantum per plaquette. Self-energies built from a long lead, each column with its own phases, were compared in four gauges, one of them nonlinear, with the repeated-cell result multiplied by site phases. The largest difference was 1.2×10⁻¹⁴ t. The supercell of eight columns and the magnetic recursion agreed with the column-by-column result to 1.5×10⁻¹⁵ t and 6×10⁻¹⁶ t.

**Why the transmission does not change**

With two leads, 1 and 2, the device Green function is G = (E − H_D − Σ_1 − Σ_2)⁻¹. If H_D and both self-energies are rotated by the same U_D, the whole bracket is rotated, and G' = U_D G U_D†. The broadening Γ = i(Σ − Σ†) gives Γ' = U_D Γ U_D†. Hence

T' = Tr[Γ'_1 G' Γ'_2 G'†]
= Tr[U_D Γ_1 G Γ_2 G† U_D†]
= Tr[Γ_1 G Γ_2 G†] = T.

The inner factors cancel in pairs and the outer pair cancels by the cyclic property of the trace. The condition is that all parts share one gauge.

**Leads at right angles**

One gauge cannot have phases that repeat from site to site along both x and y everywhere. The horizontal phases would be the same in all rows and the vertical ones in all columns, so the loop sum would vanish modulo 2π instead of being −φ. Each lead can, however, be treated in its own gauge and then rotated. A lead along y is computed with A = (0, Bx). To bring it to a device gauge (−By, 0), add ∇χ with χ = −Bxy, so that θ = +φmn.

**A worked elbow**

Consider a hard-wall wire 100 nm wide that turns through a right angle, with one lead on the left and one on top. The effective mass is 0.067 electron masses, the Fermi energy E_F is 10 meV and the field is 1.5 T. A mesh of 5 nm puts N = 19 sites across the wire and gives

t = ħ²/(2m*a²) = 22.75 meV, φ = 0.05697.

In a single row of plaquettes, one flux quantum spans 110.28 columns. This is not a whole number, so a supercell of 110 columns would fit only after a small change of field, and it would hold 110 × 19 = 2090 sites instead of 19.

The top lead touches the device at row n = 19. Between the contact sites m = 10 and m = 11 its self-energy, in its own gauge, is −3.852 − 2.237i meV. The rotation angle is

θ_i − θ_j = φ·19·(10 − 11) = −1.0825 rad,

with phase factor 0.4691 − 0.8831i. The product is −3.783 + 2.352i meV: the imaginary part has changed sign, the modulus has not changed.

With these rotations the transmission per spin is T = 2.841 in the gauges (−By, 0), (0, Bx) and the symmetric one, equal to all eight decimals printed. A separate test used leads built line by line, without the phase law, at the larger η = 0.01 t. There T = 2.882, and three gauges reproduced it to 4×10⁻¹⁵.

Three modes per spin are open in the lead, so at this energy the bend reflects a small part of the current; slightly above it, however, T dips to about 2.0, near 10.5 meV on this mesh and near 10.7 meV on a mesh of 2.5 nm. The conductance on this mesh is 2.841 × 77.48 μS = 220 μS. Halving the mesh to 2.5 nm gives T = 2.914, which is 2.6 % higher, and two further halvings give 2.926 and 2.928. The model's own value is therefore near 2.93, or 227 μS. The agreement between gauges is a property of each mesh, not a measure of its accuracy.

**What two mistakes do**

First, keep the device in (−By, 0) and attach the top self-energy without its phases. Around a plaquette at the seam the phases are φN below, −φ(m+1) on the right, zero above and +φm on the left. Their sum is φ(N−1) instead of −φ, which corresponds to a field

(1−N)B = −18 × 1.5 T = −27 T

in one row of plaquettes. The transmission falls to 0.37 (0.34 on the 2.5 nm mesh). An estimate shows why the effect is large. The missing phase ramp is 1.0825 rad per 5 nm, or 0.22 nm⁻¹, while the Fermi wavenumber is √(E_F/t)/a = 0.13 nm⁻¹. An electron at the Fermi energy can change its sideways wavenumber by at most twice this, 0.27 nm⁻¹, so mainly those already moving fast sideways against the kick can take it up and still propagate. This gives the scale, not a sharp cutoff: if the ramp is made steeper by shifting the origin of y, T on the 5 nm mesh is still 0.2 at 0.27 nm⁻¹ and falls to 0.003 at 0.4 nm⁻¹. The damage depends on the origin of y: with the device gauge −B(y − y_N), where y_N is the contact row, the required phases are all 1 and nothing is lost by omitting them.

Second, keep the device in (0, Bx) and repeat the column of the left lead next to the device, m = 0. That lead is now free of field and has four open modes instead of three. The continuum estimate for zero field agrees: the fourth threshold is 16·t(πa/W)² = 9.0 meV, with W = 100 nm, below the Fermi energy, whereas in the true lead the fourth mode starts at 11.06 meV on this mesh and near 11.4 meV on a much finer one. Yet T becomes 2.918, only 0.077 above the correct value on the same mesh, and about as large a shift as that from halving the mesh. On the 2.5 nm mesh the excess is only 0.014. At this energy the total transmission would not betray the mistake; the mode count does. The excess changes sign between 9.7 and 10 meV, and near the dip it is large: 0.79 at 10.6 meV on the 5 nm mesh and 0.64 on the 2.5 nm mesh. The small shift depends on the choice of column: repeating a more distant column m₀ would put the field (1−m₀)B into the plaquettes between lead and device. This is a seam error of the same kind as the first mistake. On the 5 nm mesh T is 2.83 for m₀ = −5, 0.95 for m₀ = −18 and almost zero for m₀ = −40, but 2.92 for m₀ = −110, because the lattice registers the flux through a plaquette only modulo one flux quantum.

**The model and a real wire**

The parameters are in the regime of a GaAs/AlGaAs electron gas, with rough material values. A mobility of 10⁶ cm²/Vs gives a mean free path of 8.7 μm, far longer than the bend, so neglecting disorder is reasonable. On the 5 nm mesh, averaging over energy at 1 K lowers T from 2.84 to 2.81; on the 2.5 nm mesh the drop is only about 0.01. The Zeeman splitting, 0.04 meV, is below kT = 0.09 meV, and nonparabolicity is of relative order 0.7 %. The weak assumption is that of independent electrons between hard walls. The Coulomb scale at the magnetic length is 5.3 meV, above both the cyclotron energy of 2.6 meV and the roughly 4 meV between the third and fourth thresholds. Interactions and a softer wall could therefore open or close a mode, which would move the conductance by something of the order of 77 μS; this shift has not been computed. The gauge argument itself survives a change of wall shape, provided that the wall and the field are uniform along each lead. If the field varies along a lead, the plaquette fluxes differ from column to column and no gauge can make the single columns identical; a longer cell can be repeated only if the field itself varies periodically.

The main values are in the numerical output below.

Calculated quantities

```
small lead: width 6 sites, flux 1/8 quantum per plaquette
small lead: energy 1.3 t, eta 0.01 t
Sigma, line by line vs phase law, 4 gauges: 1.2e-14 t
Sigma, supercell of 8 columns, error: 1.5e-15 t
Sigma, magnetic recursion, error: 6.4e-16 t
field kept by frozen cell, Landau along lead: 1.000 B
field kept by frozen cell, symmetric: 0.500 B
field kept by frozen cell, A=(0,Bx): 0.000 B
elbow: wire width 100 nm, mesh 5.0 nm
elbow: sites across 19, effective mass 0.067 m_e
elbow: field 1.5 T, Fermi energy 10.0 meV
hopping t: 22.746 meV
link phase phi: 0.056973 rad
columns per flux quantum: 110.28
magnetic length: 20.95 nm
cyclotron energy: 2.592 meV
open modes per spin, true lead: 3
open modes per spin, frozen A=(0,Bx) lead: 4
last open mode starts at: 7.201 meV
next mode starts at: 11.060 meV
straight wire transmission: 3.000000
Sigma_top sites x=10,11, own gauge: -3.8521-2.2371j meV
phase factor to device gauge: 0.4691-0.8831j
phase angle to device gauge: -1.0825 rad
Sigma_top same sites, device gauge: -3.7828+2.3524j meV
elbow T, device gauge (-By,0): 2.84111537
elbow T, device gauge (0,Bx): 2.84111537
elbow T, symmetric gauge: 2.84111537
elbow T at eta=0.01 t, phase law: 2.88241572
same, line by line in 3 gauges, worst error: 3.6e-15
conductance with spin: 220.13 uS
conductance quantum 2e^2/h: 77.481 uS
false T, top phases omitted: 0.372033
field in seam plaquettes then: -27.00 T
false T, left lead frozen: 2.917677
elbow T, mesh 2.5 nm: 2.914487
elbow T averaged at 1 K: 2.807991
thermal energy kT at 1 K: 0.0862 meV
Zeeman splitting, rough |g|=0.44: 0.038 meV
Coulomb scale, rough eps=12.9: 5.33 meV
nonparabolicity E_F/gap, rough gap 1500 meV: 0.67 %
rough mobility: 1e+06 cm2/Vs
mean free path from it: 8.7 um
```
